# Random telegraph noise: trap occupancy, spectral corner and energy level: a program that tests the result

```python
# Result under test: a two-state electron trap with mean empty time tau_c and
# mean occupied time tau_e has
#   occupancy       p = tau_e/(tau_c + tau_e)
#   corner          f_c = (1/tau_c + 1/tau_e)/(2 pi)
#   spectrum        S(f) = 4 dI^2 p(1-p) tau/(1 + (2 pi f tau)^2), one-sided
#   level           E_T - E_F = kT ln[(g1/g0) tau_c/tau_e]
# with 1/tau = 1/tau_c + 1/tau_e, current step dI, and g0, g1 the numbers of
# empty and occupied microstates (g0 = g1 = 1 for a nondegenerate trap).
# E_F is the local electron quasi-Fermi level. Times in s, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.special import expit

tau_c, tau_e = 3e-3, 1e-3
temperature = 300.0
current_step = 10e-9
kT = const.k * temperature / const.e

occupancy = tau_e / (tau_c + tau_e)
tau = 1 / (1 / tau_c + 1 / tau_e)
corner = 1 / (2 * np.pi * tau)
variance = occupancy * (1 - occupancy)      # in units of dI^2


def spectrum(f):
    """One-sided spectrum divided by dI^2, in 1/Hz."""
    return 4 * variance * tau / (1 + (2 * np.pi * f * tau) ** 2)


def level(g0, g1):
    return kT * np.log(g1 / g0 * tau_c / tau_e)


# ---- Random switching records, analysed without the spectral formula ----
rng = np.random.default_rng(12345)
dt, n_segment, n_cycles = 5e-5, 16384, 100000


def simulate(shape):
    """Gamma-distributed dwell times; shape = 1 is the exponential law."""
    dwell = np.empty(2 * n_cycles)
    dwell[0::2] = rng.gamma(shape, tau_c / shape, n_cycles)
    dwell[1::2] = rng.gamma(shape, tau_e / shape, n_cycles)
    edges = np.cumsum(dwell)
    n_seg = int(edges[-1] / dt) // n_segment
    times = np.arange(n_seg * n_segment) * dt
    state = (np.searchsorted(edges, times, side="right") % 2).astype(float)
    mean, var = state.mean(), state.var()
    pieces = (state - mean).reshape(n_seg, n_segment)
    power = np.zeros(n_segment // 2 + 1)
    for piece in pieces:
        power += np.abs(np.fft.rfft(piece)) ** 2
    return mean, var, 2 * dt / n_segment * power / n_seg


freq = np.fft.rfftfreq(n_segment, dt)
sim_occ, sim_var, sim_psd = simulate(1.0)
assert abs(sim_occ - occupancy) < 0.004
assert abs(sim_var - variance) < 0.003
for low, high in [(5, 50), (100, 200), (200, 400), (800, 1600)]:
    band = (freq > low) & (freq < high)
    # sampling noise is about 1 percent, aliasing at most about 1 percent
    assert abs(sim_psd[band].mean() / spectrum(freq[band]).mean() - 1) < 0.05
low_band = (freq > 1) & (freq < 30)
sim_plateau = sim_psd[low_band].mean()
band = (freq > 120) & (freq < 350)
smooth = np.polyfit(np.log(freq[band]), np.log(sim_psd[band] / sim_plateau), 2)
fine = np.linspace(120, 350, 20001)
miss = np.abs(np.polyval(smooth, np.log(fine)) - np.log(0.5))
sim_corner = fine[np.argmin(miss)]
assert abs(sim_corner / corner - 1) < 0.06

# Same mean times but more regular dwell times: occupancy stays, spectrum not.
reg_occ, _, reg_psd = simulate(4.0)
reg_ratio = reg_psd[low_band].mean() / spectrum(freq[low_band]).mean()
assert abs(reg_occ - occupancy) < 0.004
assert reg_ratio < 0.5

# ---- Correlation from the Markov propagator and its cosine transform ----
generator = np.array([[-1 / tau_c, 1 / tau_c], [1 / tau_e, -1 / tau_e]])
lag = np.linspace(0, 15e-3, 3001)
step = expm(generator * (lag[1] - lag[0]))
stationary = expm(generator * 1.0)[0]
propagator, correlation = np.eye(2), []
for _ in lag:
    correlation.append(stationary[1] * propagator[1, 1] - stationary[1] ** 2)
    propagator = propagator @ step
correlation = np.array(correlation)
assert np.allclose(correlation, variance * np.exp(-lag / tau), atol=1e-9)
for f in (0.0, 50.0, corner, 1000.0):
    numeric = 4 * simpson(correlation * np.cos(2 * np.pi * f * lag), x=lag)
    assert abs(numeric / spectrum(f) - 1) < 1e-4
area = quad(spectrum, 0, 2000)[0] + quad(spectrum, 2000, np.inf)[0]
assert abs(area / correlation[0] - 1) < 1e-6

# ---- Microscopic rates: Fermi channel plus thermal lattice coordinate ----
relaxation = 0.6                            # lattice relaxation energy, eV


def channel_rates(trap, band_edge):
    """Capture and emission rates per spin; energies relative to E_F."""
    energy = np.linspace(band_edge, band_edge + 2.0, 20001)
    shift = np.sqrt(2 * relaxation)         # displacement of occupied minimum
    crossing = (trap - energy + relaxation) / shift
    lattice_empty = np.exp(-crossing ** 2 / (2 * kT))
    lattice_full = np.exp(-(crossing - shift) ** 2 / (2 * kT))
    capture = simpson(expit(-energy / kT) * lattice_empty, x=energy)
    emission = simpson(expit(energy / kT) * lattice_full, x=energy)
    return capture / (capture + emission), emission / (capture + emission)


def master_occupancy(jumps, occupied):
    """Stationary occupied probability; jumps[i, j] is the rate i -> j."""
    q = jumps - np.diag(jumps.sum(axis=1))
    system = np.vstack([q.T, np.ones(len(q))])
    target = np.append(np.zeros(len(q)), 1.0)
    return np.linalg.lstsq(system, target, rcond=None)[0][occupied].sum()


for edge in (-0.05, 0.10):                  # degenerate, nondegenerate channel
    c, e = channel_rates(level(1, 1), edge)
    assert abs(e / c - tau_c / tau_e) < 1e-6
    assert abs(master_occupancy(np.array([[0, c], [e, 0]]), [1])
               - occupancy) < 1e-6
    # empty singlet; occupied by one electron of either spin
    c, e = channel_rates(level(1, 2), edge)
    jumps = np.array([[0, c, c], [e, 0, 0], [e, 0, 0]])
    assert abs(master_occupancy(jumps, [1, 2]) - occupancy) < 1e-6
    # "empty" trap holds one unpaired electron; occupied trap holds a pair
    c, e = channel_rates(level(2, 1), edge)
    jumps = np.array([[0, 0, c], [0, 0, c], [e, e, 0]])
    assert abs(master_occupancy(jumps, [2]) - occupancy) < 1e-6

# ---- Statistical error of a finite record ----
n_observed = 1000
empty_mean = rng.exponential(tau_c, (4000, n_observed)).mean(axis=1)
full_mean = rng.exponential(tau_e, (4000, n_observed)).mean(axis=1)
err_level = kT * np.sqrt(2 / n_observed)
err_occ = variance * np.sqrt(2 / n_observed)
err_corner = np.hypot(1 / tau_c, 1 / tau_e) / (2 * np.pi * n_observed ** 0.5)
assert abs(np.std(kT * np.log(empty_mean / full_mean)) / err_level - 1) < 0.06
assert abs(np.std(full_mean / (empty_mean + full_mean)) / err_occ - 1) < 0.06
sample_corner = (1 / empty_mean + 1 / full_mean) / (2 * np.pi)
assert abs(np.std(sample_corner) / err_corner - 1) < 0.06

# ---- Sizes of neglected effects, rough typical device values ----
oxide_nm, depth_nm, drain_V, gate_drift_V = 2.0, 0.5, 0.050, 0.010
hot = 358.0
hot_occ = expit(-level(1, 1) * const.e / (const.k * hot))
barrier_eV, mass_ratio = 3.1, 0.4
kappa_nm = np.sqrt(2 * mass_ratio * const.m_e * barrier_eV * const.e)
kappa_nm *= 1e-9 / const.hbar
gate_ratio = np.exp(-2 * kappa_nm * (oxide_nm - 2 * depth_nm))

print(f"mean empty time = {tau_c*1e3:.3f} ms")
print(f"mean occupied time = {tau_e*1e3:.3f} ms")
print(f"temperature = {temperature:.1f} K")
print(f"thermal energy kT = {kT*1e3:.3f} meV")
print(f"occupancy = {occupancy:.4f}")
print(f"relaxation time = {tau*1e3:.4f} ms")
print(f"corner frequency = {corner:.2f} Hz")
print(f"corner if the two times were wrongly added = "
      f"{1/(2*np.pi*(tau_c+tau_e)):.2f} Hz")
print(f"ln(tau_c/tau_e) = {np.log(tau_c/tau_e):.5f}")
print(f"E_T - E_F, nondegenerate = {level(1,1)*1e3:.2f} meV")
print(f"E_T - E_F, empty 1 / occupied 2 states = {level(1,2)*1e3:.2f} meV")
print(f"E_T - E_F, empty 2 / occupied 1 states = {level(2,1)*1e3:.2f} meV")
print(f"spin shift kT ln 2 = {kT*np.log(2)*1e3:.2f} meV")
print(f"current step = {current_step*1e9:.1f} nA")
print(f"variance/dI^2 = {variance:.4f}")
print(f"rms current noise = {current_step*np.sqrt(variance)*1e9:.3f} nA")
print(f"plateau S(0)/dI^2 = {spectrum(0):.4e} 1/Hz")
print(f"plateau S(0) = {spectrum(0)*current_step**2:.3e} A^2/Hz")
print(f"S(corner) = {spectrum(corner)*current_step**2:.3e} A^2/Hz")
print(f"simulated cycles = {n_cycles}")
print(f"simulated occupancy = {sim_occ:.4f}")
print(f"simulated variance/dI^2 = {sim_var:.4f}")
print(f"simulated half-power frequency = {sim_corner:.1f} Hz")
print(f"regular dwell times (gamma shape 4): occupancy = {reg_occ:.4f}")
print(f"regular dwell times: low-f power / Lorentzian = {reg_ratio:.3f}")
print(f"lattice relaxation energy in rate test = {relaxation:.2f} eV")
print(f"observed cycles in finite record = {n_observed}")
print(f"mean length of that record = {n_observed*(tau_c+tau_e):.2f} s")
print(f"standard error of occupancy = {err_occ:.4f}")
print(f"standard error of corner = {err_corner:.2f} Hz")
print(f"standard error of level = {err_level*1e3:.2f} meV")
print(f"drain bias = {drain_V*1e3:.1f} mV")
print(f"E_T - E_F(source), trap at half the potential drop = "
      f"{(level(1,1)-drain_V/2)*1e3:.2f} meV")
print(f"E_T - E_F(source), trap at drain end = "
      f"{(level(1,1)-drain_V)*1e3:.2f} meV")
print(f"oxide thickness = {oxide_nm:.2f} nm; trap depth = {depth_nm:.2f} nm")
print(f"gate voltage drift = {gate_drift_V*1e3:.1f} mV")
print(f"level shift, drift all across oxide = "
      f"{-gate_drift_V*depth_nm/oxide_nm*1e3:.2f} meV")
print(f"level shift, drift all in surface potential = "
      f"{-gate_drift_V*1e3:.2f} meV")
print(f"occupancy at {hot:.0f} K, E_T - E_F held fixed = {hot_occ:.4f}")
print(f"tunnel barrier = {barrier_eV:.1f} eV; mass = {mass_ratio:.1f} m_e")
print(f"tunnel decay constant = {kappa_nm:.2f} 1/nm")
print(f"gate/channel tunnelling ratio, rough = {gate_ratio:.1e}")
print("PASS")
```

It prints:

```
mean empty time = 3.000 ms
mean occupied time = 1.000 ms
temperature = 300.0 K
thermal energy kT = 25.852 meV
occupancy = 0.2500
relaxation time = 0.7500 ms
corner frequency = 212.21 Hz
corner if the two times were wrongly added = 39.79 Hz
ln(tau_c/tau_e) = 1.09861
E_T - E_F, nondegenerate = 28.40 meV
E_T - E_F, empty 1 / occupied 2 states = 46.32 meV
E_T - E_F, empty 2 / occupied 1 states = 10.48 meV
spin shift kT ln 2 = 17.92 meV
current step = 10.0 nA
variance/dI^2 = 0.1875
rms current noise = 4.330 nA
plateau S(0)/dI^2 = 5.6250e-04 1/Hz
plateau S(0) = 5.625e-20 A^2/Hz
S(corner) = 2.813e-20 A^2/Hz
simulated cycles = 100000
simulated occupancy = 0.2498
simulated variance/dI^2 = 0.1874
simulated half-power frequency = 213.4 Hz
regular dwell times (gamma shape 4): occupancy = 0.2501
regular dwell times: low-f power / Lorentzian = 0.255
lattice relaxation energy in rate test = 0.60 eV
observed cycles in finite record = 1000
mean length of that record = 4.00 s
standard error of occupancy = 0.0084
standard error of corner = 5.31 Hz
standard error of level = 1.16 meV
drain bias = 50.0 mV
E_T - E_F(source), trap at half the potential drop = 3.40 meV
E_T - E_F(source), trap at drain end = -21.60 meV
oxide thickness = 2.00 nm; trap depth = 0.50 nm
gate voltage drift = 10.0 mV
level shift, drift all across oxide = -2.50 meV
level shift, drift all in surface potential = -10.00 meV
occupancy at 358 K, E_T - E_F held fixed = 0.2848
tunnel barrier = 3.1 eV; mass = 0.4 m_e
tunnel decay constant = 5.70 1/nm
gate/channel tunnelling ratio, rough = 1.1e-05
PASS
```
